# Two Coupled Tunnelling Dipoles: Energy Levels and the Lowest Splitting

## Problem

An electric dipole in a crystal can point up or down along a fixed axis and tunnels between these two orientations. The operator $\sigma_z$ has the value $+1$ for up and $-1$ for down, and $\sigma_x$ exchanges the two. Two identical dipoles of this kind are described by

$$H=-\frac{\Delta_0}{2}(\sigma_{x1}+\sigma_{x2})-J\,\sigma_{z1}\sigma_{z2},\qquad \Delta_0>0 .$$

No static field favours either orientation, and the surroundings enter through the values of $\Delta_0$ and $J$ alone. Take $J\ge 0$ except in part (e).

(a) Find the four energies and eigenstates.

(b) Find the splitting $\delta$ between the two lowest levels. How does it vary with $J$, and what does it become for $J\gg\Delta_0$?

(c) Obtain the strong-coupling result again from the tunnelling paths between $\uparrow\uparrow$ and $\downarrow\downarrow$. What happens if the two dipoles tunnel at different rates, or if one cannot tunnel?

(d) The pair starts in $\uparrow\uparrow$. When does it reach $\downarrow\downarrow$, how completely, and how large can the antiparallel population become on the way?

(e) What changes if $J<0$? Can a uniform field along the dipole axis drive the lowest transition?

(f) Two dipoles lie head to tail at a distance $R=1.40$ nm, each with moment $p=0.050\,e\,$nm and $\Delta_0=0.100$ meV, in a medium of relative permittivity $\varepsilon_r=5$. Evaluate the results and judge what the model leaves out.

## Solution

### (a) Energies and eigenstates

A single dipole has $H_1=-(\Delta_0/2)\sigma_x$. Since $\sigma_x$ has eigenvalues $\pm1$, its energies are $\mp\Delta_0/2$, so $\Delta_0$ is the full splitting of an isolated dipole.

For the pair, $H$ is unchanged when the dipoles are exchanged and when both are reversed. This suggests the basis

$$|S\rangle,|A\rangle=\frac{|\uparrow\uparrow\rangle\pm|\downarrow\downarrow\rangle}{\sqrt2},\qquad
|T\rangle,|B\rangle=\frac{|\uparrow\downarrow\rangle\pm|\downarrow\uparrow\rangle}{\sqrt2},$$

with the upper sign for $S$ and $T$. The operator $\sigma_{x1}+\sigma_{x2}$ turns each of $\uparrow\uparrow$ and $\downarrow\downarrow$ into $|\uparrow\downarrow\rangle+|\downarrow\uparrow\rangle$, and each antiparallel state into $|\uparrow\uparrow\rangle+|\downarrow\downarrow\rangle$. The contributions add in $S$ and $T$ and cancel in $A$ and $B$:

$$(\sigma_{x1}+\sigma_{x2})|S\rangle=2|T\rangle,\quad(\sigma_{x1}+\sigma_{x2})|T\rangle=2|S\rangle,\quad(\sigma_{x1}+\sigma_{x2})|A\rangle=(\sigma_{x1}+\sigma_{x2})|B\rangle=0 .$$

The product $\sigma_{z1}\sigma_{z2}$ is $+1$ in $S$ and $A$, and $-1$ in $T$ and $B$. Hence

$$H|A\rangle=-J|A\rangle,\qquad H|B\rangle=+J|B\rangle,$$

$$H|S\rangle=-J|S\rangle-\Delta_0|T\rangle,\qquad H|T\rangle=-\Delta_0|S\rangle+J|T\rangle .$$

The energies $E$ of the $S$–$T$ block satisfy

$$(-J-E)(J-E)-\Delta_0^2=E^2-J^2-\Delta_0^2=0 .$$

With $W=\sqrt{J^2+\Delta_0^2}$, the four energies are $-W,\,-J,\,+J,\,+W$.

Write the ground state as $|g\rangle=\cos\theta|S\rangle+\sin\theta|T\rangle$. The $S$ component of $H|g\rangle=-W|g\rangle$ reads $-J\cos\theta-\Delta_0\sin\theta=-W\cos\theta$, so

$$\tan\theta=\frac{W-J}{\Delta_0},\qquad \cos2\theta=\frac JW,\qquad \sin2\theta=\frac{\Delta_0}{W}.$$

The last two agree with the first because $\tan\theta=(1-\cos2\theta)/\sin2\theta$. They give $\cos^2\theta=\tfrac12(1+J/W)$. The highest state is $|e\rangle=-\sin\theta|S\rangle+\cos\theta|T\rangle$, with energy $+W$.

### (b) The lowest splitting

For $J\ge0$ the order is $-W<-J\le J<W$. Subtracting the two lowest energies, then multiplying and dividing by $W+J$, gives

$$\delta=W-J=\frac{W^2-J^2}{W+J}=\frac{\Delta_0^2}{J+\sqrt{J^2+\Delta_0^2}} .$$

At $J=0$ this is $\Delta_0$: the dipoles are independent, and exciting either one costs $\Delta_0$. The derivative $d\delta/dJ=J/W-1$ is negative because $W>J$, so the splitting falls steadily as the coupling grows.

For $J\gg\Delta_0$, expand $W=J\sqrt{1+u}$ with $u=\Delta_0^2/J^2$, using $\sqrt{1+u}=1+u/2-u^2/8+\dots$:

$$\delta=\frac{\Delta_0^2}{2J}-\frac{\Delta_0^4}{8J^3}+\dots=\frac{\Delta_0^2}{2J}\left(1-\frac{\Delta_0^2}{4J^2}+\dots\right).$$

Strong coupling therefore reduces the lowest splitting from $\Delta_0$ to $\Delta_0^2/(2J)$ at leading order. The excess of this limiting form, relative to the full $\delta$, is

$$\frac{\Delta_0^2/(2J)}{\delta}-1=\frac{J+W}{2J}-1=\frac{\delta}{2J}>0 .$$

The limiting form is thus too large at every finite $J>0$. At $J=\Delta_0/2$ it gives $\Delta_0$, no reduction at all, while the full result is $0.618\,\Delta_0$. At $J=\Delta_0$ the two values are $0.500\,\Delta_0$ and $0.414\,\Delta_0$, and at $J=5\Delta_0$ they differ by 1%. The numerical output below lists further values.

### (c) Tunnelling through antiparallel states

For $J\gg\Delta_0$ the two lowest levels are made mostly of $\uparrow\uparrow$ and $\downarrow\downarrow$, which have equal energy $-J$ without tunnelling. One application of $V=-(\Delta_0/2)(\sigma_{x1}+\sigma_{x2})$ reverses one dipole and leads to an antiparallel state, which lies $2J$ higher. A second application completes the reversal. Either dipole may go first, so there are two paths, and second-order perturbation theory gives the amplitude

$$t=2\times\frac{(-\Delta_0/2)^2}{-2J}=-\frac{\Delta_0^2}{4J}.$$

Each parallel state can also return to itself through the same two intermediate states, which shifts both energies by the same $t$. In the basis $\uparrow\uparrow,\downarrow\downarrow$ the effective matrix is

$$\begin{pmatrix}-J+t&t\\ t&-J+t\end{pmatrix},$$

with energies $-J+2t$ for $S$ and $-J$ for $A$. The splitting is $2|t|=\Delta_0^2/(2J)$, as in part (b), and the energy of $A$ is unshifted, as in part (a). The reduction occurs because the pair must reverse as a whole, through a state that it can occupy only virtually.

If the two antiparallel states have different costs $C_1$ and $C_2$, both large compared with $\Delta_0$, each path keeps its own denominator:

$$\delta\simeq\frac{\Delta_0^2}{2}\left(\frac1{C_1}+\frac1{C_2}\right).$$

Setting $C_1=C_2=2J$ recovers the previous result. Making one cost very large closes that path and halves the splitting.

If instead the dipoles have different tunnel splittings $\Delta_1$ and $\Delta_2$, each path contains one factor $\Delta_1/2$ and one factor $\Delta_2/2$. The level shifts of $\uparrow\uparrow$ and $\downarrow\downarrow$ remain equal to each other, so

$$\delta\simeq\frac{\Delta_1\Delta_2}{2J}.$$

For $\Delta_2=0$ the splitting vanishes at any $J$. Then $\sigma_{z2}$ is conserved, and the first dipole has the Hamiltonian $-(\Delta_1/2)\sigma_{x1}\mp J\sigma_{z1}$ for $\sigma_{z2}=\pm1$. Both signs give the same energies, $\pm\sqrt{J^2+\Delta_1^2/4}$, so every level is double.

### (d) Reversal in time

The initial state is $|\uparrow\uparrow\rangle=(|S\rangle+|A\rangle)/\sqrt2$. The part $A$ acquires the phase $e^{iJt/\hbar}$, where $t$ now denotes time. The part $S=\cos\theta|g\rangle-\sin\theta|e\rangle$ evolves into $a_S|S\rangle+a_T|T\rangle$ with

$$a_S=\cos^2\theta\,e^{iWt/\hbar}+\sin^2\theta\,e^{-iWt/\hbar},$$

$$a_T=\sin\theta\cos\theta\left(e^{iWt/\hbar}-e^{-iWt/\hbar}\right)=i\sin2\theta\,\sin(Wt/\hbar).$$

The antiparallel population is $|a_T|^2/2$, so

$$P_{\rm anti}(t)=\frac{\Delta_0^2}{2W^2}\sin^2\frac{Wt}{\hbar}\le\frac{\Delta_0^2}{2(J^2+\Delta_0^2)} .$$

The amplitude in $|\downarrow\downarrow\rangle=(|S\rangle-|A\rangle)/\sqrt2$ is $\tfrac12(a_S-e^{iJt/\hbar})$. At

$$t_{\rm r}=\frac{\pi\hbar}{\delta}$$

the phases of $g$ and $A$ differ by $\pi$, so $e^{iWt_{\rm r}/\hbar}=-e^{iJt_{\rm r}/\hbar}$. Two terms of the amplitude then add to a magnitude $\tfrac12(1+\cos^2\theta)$, and the third can subtract at most $\tfrac12\sin^2\theta$. The magnitude is therefore at least $\tfrac12(1+\cos^2\theta-\sin^2\theta)=\cos^2\theta$, and

$$P_{\downarrow\downarrow}(t_{\rm r})\ge\cos^4\theta .$$

For $J\gg\Delta_0$ this bound approaches 1. The reversal is then slow and nearly complete, with few antiparallel dipoles at any moment.

### (e) Sign of the coupling and response to a field

The energies $\pm W,\pm J$ do not change as a set when $J$ changes sign. For $J<0$ the lowest is still $-W$ and the next is $-|J|$, so $\delta=W-|J|$. The first excited state is now $B$, whose energy is $J=-|J|$.

A uniform field along the axis couples to $\sigma_{z1}+\sigma_{z2}$. This operator is $\pm2$ in $\uparrow\uparrow$ and $\downarrow\downarrow$ and zero in the antiparallel states, so it turns $S$ into $2A$ and removes $T$. Therefore

$$\langle A|(\sigma_{z1}+\sigma_{z2})|g\rangle=2\cos\theta,\qquad \langle B|(\sigma_{z1}+\sigma_{z2})|g\rangle=0 .$$

For $J>0$ the field drives the lowest transition, with a matrix element that approaches 2 at strong coupling, against 1 for a single dipole. For $J<0$ it does not. The splitting alone thus does not reveal the sign of $J$, but the response to a uniform field does at temperatures well below $2|J|/k_B$. At higher temperatures $A$ is also populated, and for $J<0$ its transition to the highest state has the same energy $\delta$ and responds to the field.

### (f) Numbers and neglected effects

Two parallel dipoles on a common axis have the energy $-2p^2/(4\pi\varepsilon_0\varepsilon_rR^3)$, and two antiparallel ones have the opposite energy. This is $-J\sigma_{z1}\sigma_{z2}$ with

$$J=\frac{2p^2}{4\pi\varepsilon_0\varepsilon_rR^3}=\frac{2(0.050)^2(1439.96)}{5\,(1.40)^3}\ \text{meV}=0.525\ \text{meV},$$

where $e^2/(4\pi\varepsilon_0)=1439.96$ meV nm. The ratio $J/\Delta_0=5.25$ lies in the strong-coupling regime. With $W=0.53421$ meV,

$$\delta=0.53421-0.52477=0.00944\ \text{meV},\qquad \delta/h=2.28\ \text{GHz}.$$

The limiting form gives $0.0100/(2\times0.52477)=0.00953$ meV, which is 0.9% above the full value. The splitting is 10.6 times smaller than $\Delta_0$, and the reversal time rises by the same factor, from 0.0207 ns for one dipole to 0.219 ns for the pair. At that time the reversed population is 0.983, just above the bound of 0.982. A small, rapid oscillation carries it to 0.9999 shortly afterwards, at 0.221 ns. The antiparallel population stays below about 0.018.

**Comparison with real defects.** These round parameters are roughly those of lithium ions in potassium chloride, which sit off centre: a splitting near 0.1 meV, a moment of a few hundredths of $e\,$nm and a permittivity near 5. These lithium ions have eight wells along the cube diagonals, however, so the two-well pair is an illustration and not a full model of that crystal. If 0.050 $e\,$nm is the full moment, its component along a cubic axis is smaller by $\sqrt3$. For a pair on that axis at 1.40 nm, with tunnelling along the cube edges, $J$ is then 0.175 meV and the lowest splitting 0.027 meV. The lattice of potassium chloride (lattice constant 0.629 nm) has no cation site at that position, and off the axis the Cartesian components couple to one another. The same eight-well model gives 0.020 meV for the site on the axis at 1.26 nm, 0.012 meV for the site along [210] at 1.41 nm and 0.004 meV for the site along [110] at 1.33 nm. Other ions and hosts can have very different splittings. The close, aligned pair is a special choice. At a concentration of $10^{18}$ cm$^{-3}$, one defect per $(10\ \text{nm})^3$, random placement puts on average $\tfrac{4\pi}{3}(1.4)^3\times10^{-3}\approx0.01$ neighbours within 1.4 nm. Real crystals can also break the assumption of zero bias, because charged defects and dipoles frozen in one orientation produce static stray fields.

**Stray field.** Place a third dipole on the same axis, 10 nm beyond the nearer member of the pair, and freeze it pointing up. It adds $-b_1\sigma_{z1}-b_2\sigma_{z2}$ with $b_i=J(R/r_i)^3$, where $r_1=10$ nm and $r_2=11.4$ nm. This separates $\uparrow\uparrow$ from $\downarrow\downarrow$ by $2(b_1+b_2)=0.00482$ meV. In the two-state picture of part (c) the gap becomes

$$\sqrt{(0.00944)^2+(0.00482)^2}\ \text{meV}=0.0106\ \text{meV},$$

and diagonalization of the four-state problem confirms it: the gap rises by 12%. The same neighbour would bias a lone dipole at $r_1$ by $2b_1\approx0.003$ meV, which raises a splitting of 0.1 meV by about 0.04%. The small splitting of the pair is much more easily masked by static disorder. At $10^{18}$ cm$^{-3}$ about four defects lie within 10 nm of a pair. If all defects were dipoles along the same axis, frozen with random signs, the median magnitude of the bias would be near 0.014 meV, which is larger than $\delta$; the distribution is broad, and about a third of the pairs would have a bias below $\delta$. A charged defect acts much more strongly: an elementary charge on the axis biases the pair by about 0.6 meV at 10 nm and still by 0.023 meV at 50 nm. A third dipole that itself tunnels with splitting $\Delta_0$ is not frozen, and at the position above it changes the gap by only about 0.1%.

**Local field.** The calculation takes $p$ as the effective moment in the medium. If 0.050 $e\,$nm were instead the bare moment, the Lorentz estimate for a cubic host would multiply each moment by $(\varepsilon_r+2)/3$, and so $J$ by $(7/3)^2=5.44$. With $\Delta_0$ held fixed, $\delta$ would drop to 0.00175 meV. The moment of about 2.6 D (0.055 $e\,$nm) usually quoted for lithium in potassium chloride is a bare full moment, so for that ion this factor and the factor $\sqrt3$ above act together; with 0.050 $e\,$nm the eight-well pair on a cubic axis at 1.40 nm then has a lowest splitting of 0.0052 meV. The local-field factor is the largest uncertainty in $J$ examined here, and at 1.4 nm the description of the host by a permittivity is itself approximate.

**Temperature.** The splitting corresponds to $\delta/k_B=0.11$ K. The population of the first excited level relative to the ground level is 0.11 at 0.05 K and 0.90 at 1 K. At 1 K the population difference is $(1-0.90)/(1+0.90)\approx5\%$ of the two-level total, so resonant absorption between these levels has only about 5% of its low-temperature strength. The levels of the model themselves do not depend on temperature.

**Finite displacement.** Let each dipole be a charge $e$ displaced by $d=0.05$ nm from a site carrying $-e$. With $a=d/R$, expansion of the Coulomb energies in units of $e^2/(4\pi\varepsilon_0\varepsilon_rR)$ gives $-2a^2$ for the parallel states and $2a^2\pm6a^3$ for the antiparallel ones, up to order $a^3$. The two path costs are therefore proportional to $1\pm3a/2$. By part (c) this raises $\delta$ by $(3a/2)^2\approx0.3\%$, while the next order in $a$ raises $J$ by 0.5%. The computed net change of $\delta$ is $-0.2\%$.

**More than two wells.** Some off-centre ions have eight wells at the corners of a cube. If they tunnel along the cube edges, each Cartesian component of the displacement is an independent two-valued variable. Let $p$ now be the moment of each component and let the pair lie along a cubic axis. The dipole interaction then has no cross terms, and the two transverse components, which lie side by side, couple with $-J/2$. The lowest splitting stays at 0.00944 meV, but two further excitations of equal energy, one for each transverse component, appear at $\sqrt{J^2/4+\Delta_0^2}-J/2=0.0184$ meV.

**Higher vibrational levels.** For particles of mass 7 u in quartic double wells with minima at $\pm0.05$ nm, a barrier of 37 meV reproduces $\Delta_0$, and the third level lies 20 meV above the lowest. A bilinear coupling adjusted to the same $J$ changes $\delta$ by $-0.5\%$. This small figure belongs to the chosen well shape. With the minima at $\pm0.07$ nm or $\pm0.09$ nm and the barrier refitted to the same $\Delta_0$, the third level falls to 8 meV or 4 meV and the change of $\delta$ grows to $-2.5\%$ or $-7.6\%$.

Finally, $\Delta_0$ is understood to include the lattice distortion that follows a single dipole. The distortion may affect the joint reversal differently, and that effect is not computed here.

## Calculated quantities

```
Splitting against coupling (units of D0)
  J/D0 =  0.0: delta/D0 = 1.00000, limit form = none
  J/D0 =  0.5: delta/D0 = 0.61803, limit form = 1.00000
  J/D0 =  1.0: delta/D0 = 0.41421, limit form = 0.50000
  J/D0 =  2.0: delta/D0 = 0.23607, limit form = 0.25000
  J/D0 =  5.0: delta/D0 = 0.09902, limit form = 0.10000
  J/D0 = 10.0: delta/D0 = 0.04988, limit form = 0.05000
Single splitting D0 = 0.100 meV
Dipole moment p = 0.050 e nm
Relative permittivity = 5.0
Distance R = 1.40 nm
e^2/(4 pi eps0) = 1439.96 meV nm
Coupling J = 0.52477 meV, J/D0 = 5.248
Four levels = -0.53421, -0.52477, 0.52477, 0.53421 meV
Exact delta = 0.009443 meV
Exact delta / h = 2.283 GHz
Limit D0^2/(2J) = 0.009528 meV
Limit form exceeds exact by 0.900 %
Reduction D0/delta = 10.590
Pair reversal time = 0.2190 ns
Single-dipole reversal time = 0.0207 ns
Probability reversed at that time = 0.9833
Lower bound cos^4(theta) = 0.9824
Largest antiparallel population = 0.0175
Matrix element of sz1+sz2, J > 0 = 1.9911
Matrix element of sz1+sz2, J < 0 = 0.0000
delta / kB = 0.1096 K
Population ratio of lowest two, 0.05 K = 0.1117
Population ratio of lowest two, 1 K = 0.8962
Third dipole: distance = 10.0 nm
Third dipole: bias splitting = 0.004824 meV
Third dipole: gap = 0.010594 meV (+12.19 %)
Lorentz field: factor on J = 5.444
Lorentz field: gap = 0.001750 meV
Finite displacement: J change = +0.513 %
Finite displacement: gap change = -0.222 %
Eight wells: lowest gap = 0.009443 meV
Eight wells: next excitation = 0.018410 meV
Double well: mass = 7.0 u, barrier = 37.250 meV
Double well: third level at 20.148 meV
Double well: pair gap = 0.009392 meV (-0.54 %)
```
